# Incoherent Transfer Function of a Circular Pupil, Derived Two Ways: a numerical check

```python
# Result under test: a clear circular pupil of radius fc = NA/wavelength has
# incoherent OTF H = (2/pi)*(acos(v) - v*sqrt(1-v^2)), v = f/(2 fc),
# and H = 0 for f >= 2 fc.
# q = f/fc is the reduced frequency; sigma is source radius / pupil radius.
# All lengths are referred to the image plane. Contrast = (max-min)/(max+min).
import numpy as np
from scipy.integrate import quad, simpson
from scipy.special import j0, j1


def otf(q):
    v = np.clip(np.asarray(q, dtype=float) / 2, 0, 1)
    return 2 / np.pi * (np.arccos(v) - v * np.sqrt(1 - v * v))


def strip_otf(q):
    """Overlap of two unit disks, summed in strips, over the disk area."""
    if q >= 2:
        return 0.0
    top = np.sqrt(1 - q * q / 4)
    area = quad(lambda y: 2 * (2 * np.sqrt(1 - y * y) - q), 0, top,
                epsabs=1e-12, epsrel=1e-10)[0]
    return area / np.pi


# Overlap formula against strip quadrature
for q in (0.0, 0.2, 0.7, 1.0, 1.5, 1.9, 2.3):
    assert abs(strip_otf(q) - otf(q)) < 1e-8

# OTF from the Airy intensity pattern, without using any disk overlap
v_axis = np.linspace(0, 4000, 200001)
airy_weight = np.zeros_like(v_axis)
airy_weight[1:] = 2 * j1(v_axis[1:])**2 / v_axis[1:]
airy_error = 0.0
for q in (0.2, 0.7, 1.0, 1.5, 1.9, 2.2, 2.6):
    value = simpson(airy_weight * j0(q * v_axis), x=v_axis)
    airy_error = max(airy_error, abs(value - float(otf(q))))
assert airy_error < 5e-6  # finite radial range and step

# Limiting forms against strip quadrature
assert abs((1 - strip_otf(0.01)) / (2 * 0.01 / np.pi) - 1) < 1e-3
assert abs(strip_otf(1.0) - (2 / 3 - np.sqrt(3) / (2 * np.pi))) < 1e-8
edge_gap = 0.005
edge_law = 4 / (3 * np.pi) * (2 * edge_gap)**1.5
assert abs(strip_otf(2 * (1 - edge_gap)) / edge_law - 1) < 0.01

# Incoherent law: add coherent images over every tilt of a periodic grid
rng = np.random.default_rng(4)
size = 16
k = np.rint(np.fft.fftfreq(size) * size).astype(int)
kx, ky = np.meshgrid(k, k, indexing="ij")
clear = (kx**2 + ky**2 <= 9).astype(float)
pupil = clear * np.exp(1j * rng.normal(size=(size, size)))
mask = rng.normal(size=(size, size)) + 1j * rng.normal(size=(size, size))
ix, iy = np.indices((size, size))
image = np.zeros((size, size))
correlation = np.zeros((size, size), dtype=complex)
clear_overlap = np.zeros((size, size))
for a in range(size):
    for b in range(size):
        tilt = np.exp(2j * np.pi * (a * ix + b * iy) / size)
        field = np.fft.ifft2(pupil * np.fft.fft2(mask * tilt))
        image += abs(field)**2
        moved = np.roll(pupil, (-a, -b), axis=(0, 1))
        correlation[a, b] = np.sum(moved * pupil.conj())
        moved = np.roll(clear, (-a, -b), axis=(0, 1))
        clear_overlap[a, b] = np.sum(moved * clear)
spectrum = np.fft.fft2(image)
predicted = correlation * np.fft.fft2(abs(mask)**2)
assert np.max(abs(spectrum - predicted)) < 1e-10 * np.max(abs(spectrum))
assert np.all(abs(correlation) <= clear_overlap + 1e-10)
outside = kx**2 + ky**2 > 36
assert np.max(abs(spectrum[outside])) < 1e-10 * np.max(abs(spectrum))

# A coherent intensity image also reaches twice the amplitude cutoff
size = 64
k = np.fft.fftfreq(size) * size
kx, ky = np.meshgrid(k, k, indexing="ij")
radius = np.hypot(kx, ky)
mask = rng.normal(size=(size, size))
field = np.fft.ifft2(np.fft.fft2(mask) * (radius <= 12))
spectrum = abs(np.fft.fft2(abs(field)**2))
assert np.max(spectrum[radius > 24.01]) < 1e-10 * np.max(spectrum)
assert np.max(spectrum[(radius > 20) & (radius < 24)]) > 1e-5 * np.max(spectrum)


def order_amplitude(m):
    """Fourier amplitude of an equal line-space transmission mask."""
    return 0.5 * np.sinc(m / 2)


def source_sum_contrast(p, sigma, max_order=25, points=1600):
    """Direct source sum; p > 1 leaves at most one image harmonic."""
    assert p > 1
    axis = (2 * (np.arange(points) + 0.5) / points - 1) * sigma
    sx, sy = np.meshgrid(axis, axis, indexing="ij")
    inside = sx**2 + sy**2 <= sigma**2
    sx, sy = sx[inside], sy[inside]
    field_open = np.zeros(sx.size)
    field_dark = np.zeros(sx.size)
    for m in range(-max_order, max_order + 1):
        amplitude = order_amplitude(m)
        if abs(amplitude) < 1e-12 or abs(m * p) > 1 + sigma:
            continue
        passed = (sx + m * p)**2 + sy**2 <= 1
        field_open += amplitude * passed
        field_dark += amplitude * (-1)**abs(m) * passed
    bright, dark = np.sum(field_open**2), np.sum(field_dark**2)
    return (bright - dark) / (bright + dark)


# Example inputs: rough i-line projection values
wavelength_nm = 365.0
na = 0.50
pitch_nm = 600.0
sigma_tool = 0.6
defocus_nm = 500.0
blur_nm = 40.0
fc = na / wavelength_nm
p = 1 / (pitch_nm * fc)
h_example = float(otf(p))

# Square-wave fundamental from its sampled intensity transmission
x = (np.arange(40000) + 0.5) / 40000 - 0.5
opening = (abs(x) < 0.25).astype(float)
object_modulation = 2 * np.mean(opening * np.cos(2 * np.pi * x)) / np.mean(opening)
assert abs(object_modulation - 4 / np.pi) < 1e-6
contrast = object_modulation * h_example

# Sufficient source coverage gives the incoherent result for finite orders
highest = 3
amps = np.array([order_amplitude(m) for m in range(-highest, highest + 1)])
finite_modulation = 2 * np.sum(amps[1:] * amps[:-1]) / np.sum(amps**2)
covered = source_sum_contrast(p, 1 + highest * p, max_order=highest)
assert abs(covered - finite_modulation * h_example) < 2e-3  # source pixels

# Resolution limits for periodic masks
assert source_sum_contrast(1.55, 0.6) > 1e-3
assert abs(source_sum_contrast(1.61, 0.6)) < 1e-12
assert source_sum_contrast(1.90, 2.0) > 1e-3
assert abs(source_sum_contrast(2.01, 2.0)) < 1e-12

sigma_values = (sigma_tool, 1.0, 2.0, 5.0, 10.0)
source_contrasts = [source_sum_contrast(p, s) for s in sigma_values]
assert abs(source_contrasts[-1] / contrast - 1) < 0.04  # missing high orders
assert abs(source_contrasts[1] / contrast - 1) > 0.2

# Pupil quadrature for defocus and vector interference
pupil_points = 1200
g = 2 * (np.arange(pupil_points) + 0.5) / pupil_points - 1
gx, gy = np.meshgrid(g, g, indexing="ij")
full_pupil = gx**2 + gy**2 <= 1


def overlap_points(q):
    both = ((gx + q / 2)**2 + gy**2 <= 1) & ((gx - q / 2)**2 + gy**2 <= 1)
    return gx[both] + q / 2, gx[both] - q / 2, gy[both]


def defocused_otf(q, aperture, distance_nm):
    x1, x2, y = overlap_points(q)
    c1 = np.sqrt(1 - aperture**2 * (x1**2 + y**2))
    c2 = np.sqrt(1 - aperture**2 * (x2**2 + y**2))
    phase = 2 * np.pi * distance_nm / wavelength_nm * (c1 - c2)
    return np.sum(np.cos(phase)) / np.sum(full_pupil)


def polarization_vectors(sx, sy):
    sz = np.sqrt(1 - sx**2 - sy**2)
    cross = -sx * sy / (1 + sz)
    from_x = np.array([1 - sx**2 / (1 + sz), cross, -sx])
    from_y = np.array([cross, 1 - sy**2 / (1 + sz), -sy])
    return from_x, from_y, sz


def vector_otf(q, aperture):
    """Unpolarized electric energy, with aplanatic amplitude cos^(-1/2)."""
    x1, x2, y = overlap_points(q)
    ax, ay, az = polarization_vectors(aperture * x1, aperture * y)
    bx, by, bz = polarization_vectors(aperture * x2, aperture * y)
    dot = 0.5 * np.sum(ax * bx + ay * by, axis=0)
    rho2 = gx[full_pupil]**2 + gy[full_pupil]**2
    norm = np.sum(1 / np.sqrt(1 - aperture**2 * rho2))
    return np.sum(dot / np.sqrt(az * bz)) / norm


assert abs(defocused_otf(p, na, 0.0) - h_example) < 1e-3
assert abs(vector_otf(p, 0.01) - h_example) < 1e-3
assert abs(vector_otf(0.0, na) - 1) < 1e-10

# Small-aperture defocus against an independent one-dimensional integral
small_na = 0.05
long_defocus = defocus_nm * (na / small_na)**2
rate = 2 * np.pi * long_defocus * small_na**2 * p / wavelength_nm
paraxial = quad(lambda u: 4 / np.pi * np.sqrt(max(0, 1 - (u + p / 2)**2))
                * np.cos(rate * u), 0, 1 - p / 2)[0]
assert abs(defocused_otf(p, small_na, long_defocus) - paraxial) < 1e-3

h_defocus = defocused_otf(p, na, defocus_nm)
h_vector = vector_otf(p, na)
blur_factor = np.exp(-2 * np.pi**2 * blur_nm**2 / pitch_nm**2)
blur_integral = quad(lambda u: np.exp(-u * u / 2) / np.sqrt(2 * np.pi)
                     * np.cos(2 * np.pi * blur_nm * u / pitch_nm), -10, 10)[0]
assert abs(blur_factor - blur_integral) < 1e-8

print("INPUTS")
print(f"wavelength = {wavelength_nm:.0f} nm")
print(f"numerical aperture = {na:.2f} (no unit)")
print(f"grating pitch = {pitch_nm:.0f} nm")
print(f"tool source ratio sigma = {sigma_tool:.1f} (no unit)")
print(f"defocus = {defocus_nm:.0f} nm")
print(f"resist blur standard deviation = {blur_nm:.0f} nm")
print("CUTOFFS")
print(f"coherent amplitude cutoff = {1000 * fc:.4f} cycles/um")
print(f"incoherent intensity cutoff = {2000 * fc:.4f} cycles/um")
print(f"pitch at coherent amplitude cutoff = {1 / fc:.1f} nm")
print(f"pitch at incoherent cutoff = {1 / (2 * fc):.1f} nm")
print(f"pitch limit at tool sigma = {1 / ((1 + sigma_tool) * fc):.1f} nm")
print("OTF VALUES (no unit)")
for q in (0.0, 0.5, 1.0, 1.5, 2.0):
    print(f"H at f/fc = {q:.1f}: {float(otf(q)):.4f}")
print(f"largest Airy-integral difference = {airy_error:.1e}")
print("EXAMPLE (no unit unless stated)")
print(f"grating frequency = {1000 / pitch_nm:.4f} cycles/um")
print(f"f/fc = {p:.4f}")
print(f"f/(2 fc) = {p / 2:.4f}")
print(f"H = {h_example:.4f}")
print(f"object fundamental modulation = {object_modulation:.4f}")
print(f"incoherent image contrast = {contrast:.4f}")
print("FINITE SOURCE: CONTRAST (no unit)")
for s, value in zip(sigma_values, source_contrasts):
    print(f"sigma = {s:.1f}: {value:.3f}")
print(f"three-order coverage radius = {1 + highest * p:.3f}")
print(f"three-order source-sum contrast = {covered:.3f}")
print(f"three-order incoherent contrast = {finite_modulation * h_example:.3f}")
print("OTHER EFFECTS, EACH ALONE, INCOHERENT SOURCE")
print(f"contrast with defocus = {object_modulation * h_defocus:.3f}")
print(f"defocus change = {100 * (h_defocus / h_example - 1):.1f} %")
print(f"contrast with vector light = {object_modulation * h_vector:.3f}")
print(f"vector change = {100 * (h_vector / h_example - 1):.1f} %")
print(f"contrast with resist blur = {contrast * blur_factor:.3f}")
print(f"blur change = {100 * (blur_factor - 1):.1f} %")
print("every check passed")
```

Running it gives:

```
INPUTS
wavelength = 365 nm
numerical aperture = 0.50 (no unit)
grating pitch = 600 nm
tool source ratio sigma = 0.6 (no unit)
defocus = 500 nm
resist blur standard deviation = 40 nm
CUTOFFS
coherent amplitude cutoff = 1.3699 cycles/um
incoherent intensity cutoff = 2.7397 cycles/um
pitch at coherent amplitude cutoff = 730.0 nm
pitch at incoherent cutoff = 365.0 nm
pitch limit at tool sigma = 456.2 nm
OTF VALUES (no unit)
H at f/fc = 0.0: 1.0000
H at f/fc = 0.5: 0.6850
H at f/fc = 1.0: 0.3910
H at f/fc = 1.5: 0.1443
H at f/fc = 2.0: 0.0000
largest Airy-integral difference = 6.1e-09
EXAMPLE (no unit unless stated)
grating frequency = 1.6667 cycles/um
f/fc = 1.2167
f/(2 fc) = 0.6083
H = 0.2763
object fundamental modulation = 1.2732
incoherent image contrast = 0.3518
FINITE SOURCE: CONTRAST (no unit)
sigma = 0.6: 0.494
sigma = 1.0: 0.575
sigma = 2.0: 0.402
sigma = 5.0: 0.370
sigma = 10.0: 0.361
three-order coverage radius = 4.650
three-order source-sum contrast = 0.370
three-order incoherent contrast = 0.370
OTHER EFFECTS, EACH ALONE, INCOHERENT SOURCE
contrast with defocus = 0.304
defocus change = -13.6 %
contrast with vector light = 0.320
vector change = -9.1 %
contrast with resist blur = 0.322
blur change = -8.4 %
every check passed
```
